# Heralded-photon purity from an unheralded correlation with Poissonian background

## Question

A silicon waveguide, pumped by short pulses, creates signal and idler photons in pairs near 1550 nm by spontaneous four-wave mixing. The idler is ignored. The signal arm is split onto two detectors, whose gates cover the whole pulse, and the numbers of counts per pulse $c_1,c_2$ give

$$g=\frac{\langle c_1c_2\rangle}{\langle c_1\rangle\langle c_2\rangle}=1.7 .$$

In each detector a fraction $b=0.10$ of all counts is Poissonian background, independent of the signal. The source evolves from vacuum under

$$U=\exp\Big[\xi\sum_k\sqrt{\lambda_k}\,\big(A_k^\dagger B_k^\dagger-A_kB_k\big)\Big],\qquad \sum_k\lambda_k=1,$$

where $A_k$ and $B_k$ annihilate photons in orthonormal signal and idler modes (the Schmidt modes of the pair amplitude), and $\xi$ is a real gain. Losses are the same for all modes.

(a) Find the photon statistics of one signal mode when the idler is ignored.

(b) Find the spectral purity $P$ of the single signal photon heralded by an idler detector that does not distinguish modes. Relate it, at low gain, to the background-free correlation $g_s$.

(c) Find how the background changes the correlation.

(d) Evaluate the corrected purity and compare it with the value obtained when the background is ignored. What is the largest $b$ compatible with $g=1.7$?

(e) The repetition rate is 50 MHz, the mean number of pairs per pulse is $\mu=0.02$, the transmission to each detector, splitter included, is 5%, and the run lasts 600 s. How well is $P$ known?

(f) Suppose the background is thermal light instead. When does the correction fail?

## Model answers

### (a) One signal mode

Different $k$ commute, so each pair of modes evolves separately, with $r_k=\xi\sqrt{\lambda_k}$. Dropping the index, try

$$|r\rangle=\sum_{m=0}^\infty f_m|m,m\rangle,\qquad f_m=\frac{\tanh^m r}{\cosh r}.$$

At $r=0$ this is the vacuum. Differentiation, with $t=\tanh r$ and $dt/dr=1-t^2$, gives

$$\frac{df_m}{dr}=\frac{m\,t^{m-1}(1-t^2)-t^{m+1}}{\cosh r}
=m f_{m-1}-(m+1)f_{m+1}.$$

The right side is the coefficient of $|m,m\rangle$ in $(A^\dagger B^\dagger-AB)|r\rangle$: creation from $|m-1,m-1\rangle$ gives the factor $\sqrt m\sqrt m$, and annihilation from $|m+1,m+1\rangle$ gives $\sqrt{m+1}\sqrt{m+1}$. The trial state therefore obeys the required evolution equation.

Ignoring the idler leaves the probabilities $p(m)=(1-q)q^m$ with $q=\tanh^2r$, a thermal distribution. Differentiating the geometric series once and twice gives

$$\bar m=(1-q)\frac{q}{(1-q)^2}=\frac{q}{1-q}=\sinh^2r,$$

$$\langle m(m-1)\rangle=(1-q)\frac{2q^2}{(1-q)^3}=2\bar m^2 .$$

### (b) Purity and background-free correlation

**Heralded photon.** The part of the state with one pair is proportional to $\sum_k\tanh r_k\,|1_k\rangle_s|1_k\rangle_i$. The common factor $\prod_l 1/\cosh r_l$ drops out on normalization. The idler detector responds equally to all modes and does not record which one fired. Tracing over the orthogonal idler states leaves

$$\rho=\frac{\sum_k\tanh^2r_k\,|1_k\rangle\langle1_k|}{\sum_l\tanh^2r_l}.$$

At low gain $\tanh^2r_k\simeq\xi^2\lambda_k$, so

$$P=\mathrm{Tr}\,\rho^2=\sum_k\lambda_k^2\equiv\frac1K .$$

The Schmidt number $K$ is the effective number of modes. This $P$ describes the one-pair component; multi-pair events and false heralds are separate defects.

**Unheralded arm.** Let $N=\sum_k m_k$. Separating equal from unequal modes,

$$N(N-1)=\sum_k m_k(m_k-1)+\sum_{k\ne l}m_km_l .$$

The modes are independent, so

$$\langle N(N-1)\rangle=2\sum_k\bar m_k^2+\Big(\sum_k\bar m_k\Big)^2-\sum_k\bar m_k^2
=\langle N\rangle^2+\sum_k\bar m_k^2 .$$

If a photon reaches detector $j$ with probability $\eta_j$, the signal counts $s_j$ obey $\langle s_j\rangle=\eta_j\langle N\rangle$. A coincidence needs two different photons, and there are $N(N-1)$ ordered pairs, so $\langle s_1s_2\rangle=\eta_1\eta_2\langle N(N-1)\rangle$. The efficiencies cancel:

$$g_s=1+\frac{\sum_k\bar m_k^2}{(\sum_k\bar m_k)^2}\;\longrightarrow\;1+P\quad\text{at low gain},$$

because then $\bar m_k=\sinh^2r_k\simeq\xi^2\lambda_k$. One mode gives $g_s=2$; many equally weak modes give $g_s\to1$.

At finite gain $\bar m_k=\tanh^2r_k/(1-\tanh^2r_k)$. The denominator favours the strong modes, so $g_s-1$ lies slightly above the heralded purity when the modes are unequal. A direct Fock-space evolution shows the size. It used two signal and two idler modes, $\xi=0.1$, and a pair-amplitude matrix with rows $(0.9,\,0.25i)$ and $(0.1,\,0.35)$, scaled to unit sum of squared moduli. It gave $g_s-1=0.8027$ and a heralded purity of $0.8015$.

### (c) Effect of the background

Write $c_j=s_j+d_j$. Adding counts in this way assumes that the background does not interfere with the signal: this is so for dark counts and for light in modes the signal does not occupy. Coherent light that enters ahead of the splitter in the signal's own mode is Poissonian too, but for a single-mode signal and $b=0.10$ it gives $g-1=0.99$ instead of $0.81$. If the background is Poissonian light of mean $M$ shared by the detectors, its photon number $n$ obeys $\langle n(n-1)\rangle=M^2$. The pair-counting argument of (b) then gives $\langle d_1d_2\rangle=\langle d_1\rangle\langle d_2\rangle$. Independent dark counts obey the same relation. Hence

$$\begin{aligned}
\langle c_1c_2\rangle&=\langle s_1s_2\rangle+\langle s_1\rangle\langle d_2\rangle+\langle d_1\rangle\langle s_2\rangle+\langle d_1\rangle\langle d_2\rangle\\
&=\langle c_1\rangle\langle c_2\rangle+\langle s_1s_2\rangle-\langle s_1\rangle\langle s_2\rangle .
\end{aligned}$$

The last two terms equal $(g_s-1)\langle s_1\rangle\langle s_2\rangle$. Dividing by $\langle c_1\rangle\langle c_2\rangle$ and using $\langle s_j\rangle=(1-b)\langle c_j\rangle$,

$$g-1=(1-b)^2(g_s-1),\qquad\text{so}\qquad P=\frac{g-1}{(1-b)^2}.$$

The factor is squared because both counts of an excess coincidence must come from the signal. Here $b$ is background divided by total counts, not by signal counts.

### (d) Numbers

$$P=\frac{1.70-1}{0.90^2}=\frac{0.70}{0.81}=0.864 .$$

Ignoring the background gives $0.70$. The corrected value is higher by $0.164$, a factor $1/0.81=1.235$. The Schmidt number falls from $1.43$ to $1.16$: the background had made the source look more multimode than it is.

Dividing only once by $0.90$ would give $0.778$. The three candidates can be tested by going forward. Joint count distributions were built from thermal modes with 10% Poissonian background, a mean of 0.2 photons per pulse and transmissions of 0.3 and 0.2. Purity $0.864$ returned $g=1.700$, while $0.778$ returned $1.630$ and $0.70$ returned $1.567$.

Since $P\le1$, the background must satisfy

$$(1-b)^2\ge g-1\quad\Rightarrow\quad b\le1-\sqrt{0.70}=0.163 .$$

A larger measured $b$ would mean that $g$, $b$ or an assumption of the model is wrong. At the other end, $b\to0$ gives $P=g-1$.

### (e) Uncertainty and neglected effects

Each detector receives signal at $50\ \text{MHz}\times0.02\times0.05=50$ kHz. Background is $b/(1-b)=1/9$ of this, or 5.56 kHz. Allowing for detectors that register at most one click per gate, the coincidence rate is 104.6 Hz, against 61.6 Hz for independent clicks. The run yields about 62,800 coincidences. The single counts are far more numerous, so the coincidences dominate the counting error:

$$\sigma_g\simeq\frac{g}{\sqrt{62\,800}}=0.0068,\qquad
\sigma_P=\frac{\sigma_g}{0.81}=0.0084 .$$

The background fraction matters more. From the formula for $P$, at fixed $g$,

$$\frac{dP}{db}=\frac{2(g-1)}{(1-b)^3}=\frac{2P}{1-b}.$$

Moving $b$ from 0.10 to 0.09 or 0.11 gives $P=0.845$ or $0.884$. If $b$ is known to $\pm0.01$, a fair statement is $P=0.86\pm0.02$.

Other effects were sized with a model spectrum $\lambda_k\propto x^k$, $x=(1-P)/(1+P)$, for which $\sum_k\lambda_k^2=(1-x)/(1+x)=P$:

- Click saturation lowers the recovered $P$ by 0.0019 if $b$ is the fraction of photons, or by 0.0017 if $b$ is taken as the background-only click rate divided by the total click rate.
- Finite gain puts $g_s-1$ above the heralded purity by 0.0020.
- A 1% rms jitter of pump energy raises the recovered $P$ by 0.0008, if the pair rate is quadratic and the leaked pump light linear in pulse energy.

All three are below the counting error.

Multi-pair emission is a larger defect of the heralded state, though not of $P$ as defined. An inefficient idler detector fires with probability proportional to $N$, so the share of heralds with $N\ge2$ is

$$\frac{1}{\mu}\sum_{N\ge2}Np(N)\simeq\frac{2p(2)}{\mu}\simeq\frac{\langle N(N-1)\rangle}{\mu}=\mu g_s\simeq\mu(1+P)$$

to leading order in $\mu$, or about 3.7%. The full distribution gives 3.6%.

### (f) Thermal background

Thermal light can be described by complex Gaussian mode amplitudes $\alpha_k$ of zero mean, with $|\alpha_k|^2$ averages standing for factorial moments; indeed $\langle|\alpha|^4\rangle=2\bar m^2$, as in (a). Let $\Gamma_{kl}=\langle\alpha_k\alpha_l^*\rangle$. In the basis that diagonalizes $\Gamma$ the amplitudes are independent, and the sum in (b) becomes

$$g-1=\frac{\mathrm{Tr}\,\Gamma^2}{(\mathrm{Tr}\,\Gamma)^2}.$$

Take the noise to enter ahead of the splitter, so that both detectors share the same noise field. For independent signal and noise fields the matrices then add, so $\Gamma/\mathrm{Tr}\,\Gamma=(1-b)\rho+b\rho_n$, where $\rho_n$ is the normalized noise matrix. Squaring,

$$g-1=(1-b)^2P+2b(1-b)\,\mathrm{Tr}(\rho\rho_n)+b^2\,\mathrm{Tr}\,\rho_n^2 .$$

Three cases follow.

- **Many modes, none shared with the photon.** Both noise terms vanish, and the Poissonian result returns.
- **One separate mode.** The overlap is zero and $\mathrm{Tr}\,\rho_n^2=1$, so $P=(0.70-0.01)/0.81=0.852$.
- **The photon's own modes, $\rho_n=\rho$.** The three coefficients add to $[(1-b)+b]^2=1$. Then $P=g-1=0.70$, and no correction is due.

If instead independent thermal fields enter the two arms after the splitter, every term in $\langle c_1c_2\rangle$ that is linear in one of these zero-mean fields averages to zero, and $g-1=(1-b)^2P$ holds whatever modes the noise occupies. The correction thus rests on the character of the background and on where it enters, as well as on its size.

**The real device.** The rates and losses above are illustrative values. A plain waveguide is strongly multimode: a model guide of 1 cm with $|\beta_2|=1\ \text{ps}^2/\text{m}$ and a 10 ps pump gives $P\approx0.03$, and reaches $0.864$ only behind a signal filter about 36 GHz wide. Such a filter is a mode-dependent loss, outside the stated model. At low gain and with the idler unfiltered, the same filtered pair amplitude fixes both $\Gamma$ and $\rho$, so $g_s-1$ is still the purity of the filtered photon; the multi-pair share of (e) was derived without a filter. With superconducting detectors, taken here to have 100 Hz of dark counts and 1 ns gates, the dark counts within the gates amount to 5 Hz. A background of 5.56 kHz must then be mostly optical. Leaked pump light of steady pulse energy, at a wavelength separate from the signal, fits the Poissonian assumption. Raman light generated in fibre ahead of the splitter may not: a short pump pulse and a narrow filter can leave it few modes, some shared with the photon. For thermal noise the cases above then move the answer from 0.864 to 0.852 for one separate mode, or to 0.70 if the noise has the photon's own modes with the same weights. The value 0.70 is not a lower bound: noise in the photon's strongest mode alone has a larger overlap and gives a slightly lower $P$, about 0.67 for the model spectrum of (e). Two-photon absorption is left out of the model, although it makes the loss depend on the mode. A rough estimate for a Gaussian pulse and signal filter at $\mu=0.02$, with $n_2=4.5$–$6\times10^{-18}\ \text{m}^2/\text{W}$, an absorption coefficient of 0.5–1 cm/GW and phase mismatch ignored, gives a pump loss of 5–15% at the pulse peak and a heralded purity 0.001–0.003 below $g_s-1$. The effect of the carriers it creates is not estimated here. Filtering the idler also breaks the link between $g$ and $P$, since it can change the heralded photon while leaving the unheralded signal arm unchanged.

This last effect is large. In the filtered model guide above, with $g_s-1=0.864$, a Gaussian idler filter of the same width as the signal filter gives a heralded purity of 0.97, and one four times wider gives 0.89.

## Values computed for the example and the checks

```
Measured unheralded g: 1.70 (dimensionless)
Background fraction b: 10.0 %
Signal-signal share (1-b)^2: 0.8100 (dimensionless)
Uncorrected purity: 0.7000 (dimensionless)
Corrected purity P: 0.8642 (dimensionless)
Corrected minus uncorrected: 0.1642 (dimensionless)
Corrected / uncorrected: 1.2346 (dimensionless)
Schmidt number, uncorrected: 1.4286 (dimensionless)
Schmidt number, corrected: 1.1571 (dimensionless)
Background-free g: 1.8642 (dimensionless)
Wrong purity, one division by 1-b: 0.7778 (dimensionless)
Largest b allowed by P <= 1: 16.33 %
Forward g from corrected P: 1.7000 (dimensionless)
Forward g from uncorrected P: 1.5670 (dimensionless)
Forward g from one-division P: 1.6300 (dimensionless)
Fock test, unheralded g minus 1: 0.80268 (dimensionless)
Fock test, heralded purity: 0.80149 (dimensionless)
Repetition rate: 50 MHz
Mean pairs per pulse: 0.020 (dimensionless)
Transmission to each detector: 5.0 %
Run time: 600 s
Signal rate per detector: 50.00 kHz
Background rate per detector: 5.56 kHz
Ungated dark rate: 100 Hz
Gate width: 1.0 ns
Gated dark rate: 5.0 Hz
Coincidence rate: 104.6 Hz
Coincidence rate if independent: 61.6 Hz
Coincidences in run: 62788 counts
Counting error of g: 0.0068 (dimensionless)
Counting error of P: 0.0084 (dimensionless)
P if b is 0.01 lower: 0.8453 (dimensionless)
P if b is 0.01 higher: 0.8837 (dimensionless)
Click-detector g: 1.69848 (dimensionless)
Click-detector shift of P: -0.00188 (dimensionless)
Finite-gain excess of g-1 over purity: 0.00200 (dimensionless)
Multi-pair share of heralded events: 3.63 %
Pump-energy jitter, rms: 1.0 %
Jitter shift of P: 0.00081 (dimensionless)
P if noise is one separate thermal mode: 0.8519 (dimensionless)
P if thermal noise shares photon modes: 0.7000 (dimensionless)
```
